# Why free-particle projectors fail for heavy atoms: the 1s level

## What fixes the size of the error

Take one electron bound to a point nucleus of infinite mass. In units \(\hbar=m=c=1\), the Dirac Hamiltonian is

\[
h=\boldsymbol\alpha\cdot\mathbf p+\beta+V,\qquad V=-\frac{Z\alpha}{r}.
\]

The energy unit is \(mc^2\), and \(Z\alpha\) is the one dimensionless parameter. Any error of a projected 1s energy therefore has the form \(mc^2F(Z\alpha)\).

Its leading power can be anticipated. The error is of second order in a dropped part of \(V\), which gives \((Z\alpha)^2\). If it arises at distances near \(\hbar/mc\), far inside the orbital, the atom enters through its density at the nucleus, \(|\varphi(0)|^2=(Z\alpha)^3/\pi\). The product is \((Z\alpha)^5\). The derivation below confirms the short distance and gives

\[
E_D-E_{\rm proj}\simeq\frac{4}{3\pi}(Z\alpha)^5\,mc^2\qquad(Z\alpha\to0).
\]

Here \(E_D=\sqrt{1-(Z\alpha)^2}\) is Dirac's 1s energy, rest energy included, and \(E_{\rm proj}\) is the lowest \(s_{1/2}\) energy after free-particle projection. The projected level is too low.

## What the projector removes

No-pair methods use projectors to keep the electron-electron interaction from connecting electronic states with the negative continuum. One electron has no such interaction, so a suitable projector should leave its energy alone.

The free projectors are

\[
\Lambda_\pm(\mathbf p)=\frac12\left[1\pm\frac{\boldsymbol\alpha\cdot\mathbf p+\beta}{E(p)}\right],\qquad E(p)=\sqrt{1+p^2}.
\]

They commute with \(\boldsymbol\alpha\cdot\mathbf p+\beta\) but not with \(V\). Writing \(V_{+-}=\Lambda_+V\Lambda_-\), and similarly for the other blocks, we have

\[
h_{++}=E(p)+V_{++},\qquad h_{--}=-E(p)+V_{--}.
\]

The two blocks are coupled by \(V_{+-}\) alone. Free projection keeps \(h_{++}\), known as the Brown-Ravenhall operator, and discards this coupling. It thus cuts away part of the atom's response to its own nucleus.

## Why the level falls

Split the Dirac state into \(\psi_++\psi_-\). The equation \(h\psi=E_D\psi\) becomes

\[
h_{++}\psi_++V_{+-}\psi_-=E_D\psi_+,\qquad
V_{-+}\psi_++h_{--}\psi_-=E_D\psi_- .
\]

The second equation gives \(\psi_-=(E_D-h_{--})^{-1}V_{-+}\psi_+\). Inserting this in the first,

\[
\left[h_{++}+W\right]\psi_+=E_D\psi_+,\qquad
W=V_{+-}\,(E_D-h_{--})^{-1}\,V_{-+}.
\]

Since \(V\) is attractive, \(h_{--}\le-1\), and so \(E_D-h_{--}\ge1+E_D>0\). The inverse exists and \(W\) is a positive operator: the negative states lie below the level and push it up. Without \(W\) the level falls.

Two bounds make this quantitative. First, use \(\psi_+\) as a trial function for \(h_{++}\):

\[
E_{\rm proj}\le E_D-\frac{\langle\psi_+|W|\psi_+\rangle}{\langle\psi_+|\psi_+\rangle}.
\]

The numerator equals \(\langle\psi_-|E_D-h_{--}|\psi_-\rangle\), which is at least \((1+E_D)\langle\psi_-|\psi_-\rangle\). If \(w\) is the weight of free negative states in the normalized Dirac state, then

\[
E_D-E_{\rm proj}\ge(1+E_D)\frac{w}{1-w}.
\]

Second, use the normalized projected ground state \(\varphi_P\) as a trial function for \(h_{++}+W\):

\[
E_D-E_{\rm proj}\le\langle\varphi_P|W|\varphi_P\rangle .
\]

This requires \(E_D\) to be the lowest eigenvalue of \(h_{++}+W\). To see that it is, replace \(E_D\) inside \(W\) by a variable \(\epsilon\ge0\), and let \(\lambda(\epsilon)\) be the lowest eigenvalue. Raising \(\epsilon\) reduces \(W\), so \(\lambda(\epsilon)-\epsilon\) decreases. At \(\epsilon=0\) it is positive, because \(\lambda(0)\ge E_{\rm proj}>0\) for the ions treated here. Were \(\lambda(E_D)<E_D\), there would be a zero between 0 and \(E_D\), hence a Dirac level below 1s. There is none.

## Why the error comes from short distances

Try low momenta first. A positive spinor of momentum \(\mathbf q\) is approximately \((\chi,\tfrac12\boldsymbol\sigma\cdot\mathbf q\,\chi)\), and a negative one of momentum \(\mathbf k\) is \((-\tfrac12\boldsymbol\sigma\cdot\mathbf k\,\eta,\eta)\). Their potential matrix element is

\[
-\tfrac12\,\eta^\dagger\boldsymbol\sigma\cdot(\mathbf k-\mathbf q)\chi\;\tilde V(\mathbf k-\mathbf q).
\]

In position space this is the operator \(\tfrac{i}{2}\boldsymbol\sigma\cdot\nabla V\). Its squared magnitude is \(|\nabla V|^2/4\), and the energy denominator is about 2, so

\[
W\approx\frac{|\nabla V|^2}{8}=\frac{(Z\alpha)^2}{8r^4}.
\]

In a 1s state, \(\int r^2dr/r^4\) diverges as \(1/r_{\min}\). The low-momentum form must therefore be abandoned near \(r\sim1\), that is \(\hbar/mc\), and the full spinors are needed.

At momenta \(k\sim1\), much larger than the atomic momentum \(Z\alpha\), the nonrelativistic orbital \(\varphi\) gives

\[
\int\frac{d^3q}{(2\pi)^3}\tilde V(\mathbf k-\mathbf q)\tilde\varphi(\mathbf q)\simeq\tilde V(k)\,\varphi(0),\qquad \tilde V(k)=-\frac{4\pi Z\alpha}{k^2}.
\]

At leading order \(E_D\to1\) and \(V_{--}\) drops out of the denominator, which becomes \(1+E(k)\). For a rest spinor \(\chi\), \(\boldsymbol\alpha\cdot\mathbf k\) has no diagonal element and \(\beta=1\), so \(\chi^\dagger\Lambda_-(\mathbf k)\chi=(E-1)/2E\). Hence

\[
\langle W\rangle\simeq\frac{(Z\alpha)^3}{\pi}\int\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{16\pi^2(Z\alpha)^2}{k^4}\,\frac{E-1}{2E(1+E)} .
\]

The constants combine to \(\frac1\pi\cdot16\pi^2\cdot\frac{1}{2\pi^2}=\frac8\pi\). With \(k^2=(E-1)(E+1)\),

\[
\langle W\rangle\simeq\frac8\pi(Z\alpha)^5\int_0^\infty\frac{dk}{2E(E+1)^2}.
\]

Put \(k=\sinh\theta\), so that \(dk=E\,d\theta\) and \(E+1=2\cosh^2(\theta/2)\). With \(v=\theta/2\) and \(t=\tanh v=k/(E+1)\),

\[
\int_0^\infty\frac{dk}{2E(E+1)^2}=\frac14\int_0^\infty\frac{dv}{\cosh^4v}
=\frac14\left[t-\frac{t^3}{3}\right]_0^1=\frac16 .
\]

This gives the coefficient \(8/(6\pi)=4/(3\pi)\). Replacing the energy difference by \(\langle W\rangle\) is a leading-order step; the projected eigenvalues at small \(Z\alpha\) check it below.

The share of the integral from momenta below \(k\) is \((3t-t^3)/2\): 7.5% below \(0.1\,mc\) and 59% below \(mc\). These are shares of the limiting integral. The integrand is finite at \(k=0\), where it equals \(1/8\), so the region \(k\lesssim Z\alpha\), where the contact approximation fails outright, has a relative share of order \(Z\alpha\) and does not alter the coefficient. The approximation recovers slowly above it. Applying \(\tfrac{i}{2}\boldsymbol\sigma\cdot\nabla V\) to \(\varphi(0)e^{-Z\alpha r}\) multiplies the contact amplitude by \(1-(Z\alpha/k)\arctan(k/Z\alpha)\), whose square is about \(1-\pi Z\alpha/k\) for \(Z\alpha\ll k\ll1\). Integrated over that range, this changes the integral by \(-\tfrac{\pi}{8}Z\alpha\ln(1/Z\alpha)\), a relative correction of \(-\tfrac{3\pi}{4}Z\alpha\ln(1/Z\alpha)\), larger than \(Z\alpha\) by a logarithm.

## The equation for finite \(Z\alpha\)

A free positive \(s_{1/2}\) state has upper component \(A\chi\) and lower component \(B\,\boldsymbol\sigma\cdot\hat{\mathbf p}\chi\), with

\[
A^2=\frac{E+1}{2E},\qquad B^2=\frac{E-1}{2E}.
\]

Multiply these components by an amplitude \(u(p)/p\). The Coulomb potential acts as \(-\frac{Z\alpha}{2\pi^2}\int d^3p'/|\mathbf p-\mathbf p'|^2\). The upper components contribute an angular factor 1. The lower ones contribute \(\hat{\mathbf p}\cdot\hat{\mathbf p}'=\xi\), because the cross-product term in \((\boldsymbol\sigma\cdot\hat{\mathbf p})(\boldsymbol\sigma\cdot\hat{\mathbf p}')\) averages to zero around \(\hat{\mathbf p}\). With \(P_0=1\), \(P_1=\xi\) and

\[
Q_l(z)=\frac12\int_{-1}^{1}\frac{P_l(\xi)}{z-\xi}d\xi,\qquad z=\frac{p^2+p'^2}{2pp'},
\]

the angular integral is \(2\pi Q_l/(pp')\), and the projected equation is

\[
E(p)u(p)-\frac{Z\alpha}{\pi}\int_0^\infty dp'\,[AA'Q_0(z)+BB'Q_1(z)]\,u(p')=E_{\rm proj}\,u(p).
\]

A ground state requires a spectrum bounded below. Set \(p=e^x\) and \(g=pu\), so that \(z=\cosh(x-x')\) and the kernels are convolutions. Both are positive, with \(Q_1\le Q_0\), and \(A^2+B^2=1\). The attraction is then at most \(\frac{Z\alpha}{\pi}\int Q_0(\cosh s)\,ds\int g^2dx\). Expanding the logarithm in \(Q_0(\cosh s)=\ln\coth(|s|/2)\),

\[
\int_{-\infty}^{\infty}Q_0(\cosh s)\,ds=4\sum_{n\ \rm odd}\frac1{n^2}=\frac{\pi^2}{2}.
\]

Since \(\int g^2dx=\int p\,u^2dp=\langle p\rangle\), and \(E(p)\ge p\), the projected energy is nonnegative for \(Z\alpha\le2/\pi\), or \(Z\le87\). This condition is sufficient; it does not locate the point of collapse.

## How large it is

The energies below exclude the rest energy. The last two columns divide the error \(\Delta=E_D-E_{\rm proj}\) by the leading formula and by the magnitude of the relativistic correction \(E_D-E_{\rm NR}\), where \(E_{\rm NR}=-Z^2/2\) hartree.

| \(Z\) | Dirac 1s (hartree) | \(\Delta\) (hartree) | \(\Delta\)/leading | \(\Delta\)/relativistic |
|---:|---:|---:|---:|---:|
| 1 | -0.500007 | \(1.53\times10^{-7}\) | 0.926 | 0.023 |
| 10 | -50.0667 | 0.01067 | 0.647 | 0.160 |
| 20 | -201.077 | 0.2650 | 0.502 | 0.246 |
| 40 | -817.807 | 6.087 | 0.360 | 0.342 |
| 60 | -1895.68 | 38.52 | 0.300 | 0.403 |
| 80 | -3532.19 | 154.26 | 0.285 | 0.464 |

For the one-electron ion with \(Z=80\), \(Z\alpha=0.5838\) and

\[
\Delta=-3532.19-(-3686.45)=154.26\ \text{hartree}=4.20\ \text{keV}.
\]

This is 4.4% of the Dirac binding energy. The relativistic correction is \(-332.19\) hartree, so free projection overstates it by \(154.26/332.19=46\%\).

The growth of this ratio follows at small \(Z\alpha\) from \(E_D-E_{\rm NR}\simeq-(Z\alpha)^4/8\), which gives \(\Delta/|E_D-E_{\rm NR}|\simeq(32/3\pi)Z\alpha\). The error gains on relativity itself as \(Z\) rises, though more slowly than this limiting form says.

The leading formula is a limit law and a poor estimate for heavy ions. At \(Z=80\) it gives 540 hartree, 3.5 times the computed error. Its coefficient is nevertheless supported by the eigenvalues: treating \(Z\) as continuous, \(\Delta\)/leading is 0.96 at \(Z=0.5\) and 0.98 at \(Z=0.25\), and linear extrapolation to zero gives 0.99. The slope steepens towards zero, as the logarithmic correction found above requires, which is why a linear extrapolation stops slightly short of 1.

The bounds show how a small admixture produces a large shift. At \(Z=80\) the free negative states have weight \(w=1.594\times10^{-3}\) in the Dirac 1s state. In this bound \(E_D\) includes the rest energy, as in its derivation. With \(mc^2=18778.9\) hartree, \(E_D/mc^2=1-3532.19/18778.9=0.8119\), and the lower bound is

\[
1.8119\times\frac{0.001594}{1-0.001594}\times18778.9\approx54\ \text{hartree}.
\]

The upper bound \(\langle\varphi_P|W|\varphi_P\rangle\) is 165 hartree. The computed 154 hartree lies between them.

The numerical check tests the cause directly: restoring \(V_{+-}\) in the same momentum basis recovers Dirac's energy, with an error of \(7\times10^{-6}\) hartree at \(Z=80\). A separate position-space calculation in Gaussians, with its own free projectors, also gives \(\Delta=154.26\) hartree. These figures belong to the point-nucleus model; nuclear size, recoil and radiative effects are left out.

## What to do about it

Define the projectors in the nuclear field. Let \(P_+\) project on the bound and positive-continuum states of \(h\). Then \(P_+\) commutes with \(h\), and \(P_+\psi_{1s}=\psi_{1s}\), so

\[
P_+hP_+\psi_{1s}=P_+h\psi_{1s}=E_D\psi_{1s}.
\]

The one-electron error vanishes.

For several electrons, a mean field \(U\) may be included by projecting with the electronic states of \(h+U\). Write the Hamiltonian as

\[
H=\sum_i(h_i+U_i)+\Big(\sum_{i<j}g_{ij}-\sum_iU_i\Big),
\]

where \(g_{ij}\) is the electron-electron interaction. The first sum commutes with the projectors. What they cut is the coupling of the bracket to negative-energy states, while the nuclear attraction stays intact within \(h+U\). The result still depends on the choice of \(U\), so \(U\) should be reported with the energy, and changing it gives a practical measure of that dependence.

In a matrix calculation, diagonalize the one-electron operator with the nuclear potential and the chosen mean field already in it, using a kinetically balanced basis, and then discard the negative-energy solutions. Discarding the negative solutions of the free operator first and adding the nucleus afterwards produces the error derived here; for a point nucleus and a converged basis, which for heavy ions must resolve distances far below \(\hbar/mc\), its size is that in the table. A one-electron run at the same \(Z\), with \(U=0\), reveals which has been done: its 1s energy should converge to Dirac's value for the nuclear model in use.

## Table of computed values

```
fine-structure constant: 0.007297353
m c^2: 18778.865 hartree
leading coefficient 4/(3 pi): 0.424413
coefficient from explicit projectors: 0.424381
eigenvalue gap / leading formula, Z=0.25: 0.97520
eigenvalue gap / leading formula, Z=0.50: 0.95706
same ratio extrapolated to Z=0: 0.99334
share of leading shift from k < 0.1 mc: 0.0748
share of leading shift from k < mc: 0.5858
Z below which the simple lower bound holds: 87.24
Energies in hartree: Z, Dirac, projected, Dirac minus projected
  1       -0.500007       -0.500007 1.52741e-07
 10      -50.066742      -50.077416 1.06735e-02
 20     -201.076523     -201.341496 2.64973e-01
 30     -455.524906     -457.192026 1.66712e+00
 40     -817.807495     -823.894228 6.08673e+00
 50    -1294.626149    -1311.310727 1.66846e+01
 60    -1895.682341    -1934.202845 3.85205e+01
 70    -2634.846535    -2714.611536 7.97650e+01
 80    -3532.192093    -3686.448712 1.54257e+02
Z, leading formula (hartree), gap/leading, gap/|relativistic correction|
  1 1.64924e-07 0.9261 0.0229
 10 1.64924e-02 0.6472 0.1599
 20 5.27758e-01 0.5021 0.2461
 30 4.00766e+00 0.4160 0.3017
 40 1.68883e+01 0.3604 0.3418
 50 5.15389e+01 0.3237 0.3739
 60 1.28245e+02 0.3004 0.4026
 70 2.77188e+02 0.2878 0.4315
 80 5.40424e+02 0.2854 0.4644
Z=80 Z*alpha: 0.58379
Z=80 relativistic correction: -332.192 hartree
Z=80 gap: 4.1975 keV
Z=80 gap / Dirac binding: 4.367 percent
Z=80 upper bound <W>: 165.370 hartree
Z=80 free-negative weight in Dirac 1s: 1.59392e-03
Z=80 same weight, Gaussian basis: 1.59392e-03
local power of Z between 70 and 80: 4.939
Z=40 gap, Gaussian basis: 6.0867 hartree
Z=80 gap, Gaussian basis: 154.2565 hartree
Z=20 error after restoring coupling: 8.5e-07 hartree
Z=50 error after restoring coupling: 6.0e-08 hartree
Z=80 error after restoring coupling: 6.8e-06 hartree
```
